Why Sputtering Yield Rises and Then Falls with Incidence Angle

**Q.** I tilt a metal target in an argon ion beam. The number of atoms removed per ion first goes up with tilt, then drops towards grazing incidence. I have been told that energy deposition near the surface competes with reflection. What does that mean, quantitatively?

**A.** Let θ be the angle between the beam and the surface normal, and Y the number of target atoms removed per incident ion. Take a flat surface with randomly placed atoms beneath it, so that crystal directions play no part. An atom that reaches the surface with energy E_r at angle α to the outward normal escapes if its normal energy exceeds the surface binding energy U_s:

E_r cos²α > U_s.

Moving atoms lose energy quickly in collisions, so most that escape start close to the surface. As a first approximation

Y ≈ Λ W(θ),

where W is the energy the ion gives to atoms in a thin surface layer, and Λ is the number of atoms removed per unit of that energy. Treating Λ as constant is an assumption that has to be examined later.

**Q.** Why should W rise with tilt?

**A.** Let the layer have thickness d. A straight track at angle θ covers a depth s cosθ in a path s, so it crosses the layer in a path d/cosθ. If the ion loses energy S per unit length to atomic collisions, and loses little of its total on the way,

W(θ) ≈ S d/cosθ.

For 1 keV argon in aluminium, S = 362 eV/nm. With d = 0.5 nm, normal incidence should give 362 × 0.5 = 181 eV. A simulation gives 172 eV, with a statistical error of about 7 eV, so the two agree within the noise.

The divergence at 90° is not physical: an ion cannot deposit more than its energy E. Even without reflection the rise must level off once the track ends inside the layer.

**Q.** What is in that simulation?

**A.** It follows the ion through successive two-body collisions, and every struck atom with more than U_s = 3.4 eV, a rough value for aluminium. The forces are screened Coulomb repulsions with the universal screening function. The fcc cell edge, 0.405 nm, sets only the density, N = 60.2 atoms/nm³. Each flight is 0.255 nm long and offers one collision partner within 0.144 nm of the track, which reproduces that density. There are no partners above the surface. W counts the energy passed directly from the ion to atoms in the top 0.5 nm. There are 1000 ions per angle. The half-reflection angles quoted later come from separate runs with 1200 ions per angle, which follow only the ion.

**Q.** Then the fall is simple: each nanometre of path carries some chance that the ion is knocked out, and a tilted ion has a longer path.

**A.** That is not enough. Suppose the chance of ejection per unit path is a constant 1/λ. The probability of surviving to path s is exp(−s/λ), so the mean path in the layer is

∫₀^{d/cosθ} exp(−s/λ) ds = λ[1 − exp(−d/(λ cosθ))].

This grows with θ and tends to λ. It never falls. For W to fall, ejection must become easier as the ion arrives closer to grazing.

**Q.** Why does it become easier?

**A.** Deep inside, atoms surround the ion and their mean sideways forces cancel. At the surface the atoms lie on one side, so the mean force points outwards. What must be overcome is the inward motion, and a glancing ion has little of it.

To estimate the force, smear the atoms into a uniform density N below a plane. Write e² for the squared elementary charge divided by 4πε₀. The ion–atom potential is

V(r) = (Z₁Z₂e²/r) Σ cᵢ exp(−dᵢr/a),

with Z₁ and Z₂ the atomic numbers, a the screening length (0.0125 nm here), and cᵢ, dᵢ the pure numbers of the screening function. For an ion at height h, a sphere of radius r > h has area 2πr(r − h) below the plane. Hence

U(h) = N ∫ₕ^∞ V(r) 2πr(r − h) dr
= 2πN Z₁Z₂e² Σ cᵢ ∫ₕ^∞ (r − h) exp(−dᵢr/a) dr.

Put t = r − h. Each integral becomes exp(−dᵢh/a) ∫₀^∞ t exp(−dᵢt/a) dt = exp(−dᵢh/a)(a/dᵢ)², and

U(h) = 2πN Z₁Z₂e²a² Σ (cᵢ/dᵢ²) exp(−dᵢh/a).

At the surface half of space is filled; deep inside all of it is. The deep value is therefore

U_b = N ∫ V d³r = 2U(0).

For argon and aluminium, U(0) = 60.0 eV and U_b = 120.0 eV.

**Q.** My ions carry 1000 eV. Why would 120 eV stop them?

**A.** Because the smeared force acts only along the normal. Let x point inwards, with p_x the inward momentum and M₁ the ion mass. Then dp_x/dt = −dU/dx and dx/dt = p_x/M₁. Dividing the first by the second gives

(p_x/M₁) dp_x/dx = −dU/dx,

or

d/dx [p_x²/(2M₁) + U] = 0.

Far outside, U = 0 and p_x²/(2M₁) = E cos²θ. The ion enters if E cos²θ > U_b and turns back otherwise. The motion along the surface does not help. In this picture the limit at 1 keV is cosθ = √0.120 = 0.346, or about 70°.

**Q.** Can you smear out atoms that the ion meets one at a time?

**A.** Only when each deflection is small. At an impact parameter of 5a, a 1 keV ion is deflected by 43.5° in the centre-of-mass frame, which is not small. So let us add up real collisions, keeping one approximation: a straight track while we sum the kicks.

First, one kick. In the centre-of-mass frame the ion has speed vM₂/(M₁ + M₂), where v is its laboratory speed and M₂ the atom's mass. A deflection Θ turns a fraction sinΘ of this sideways. Returning to the laboratory adds velocity along the track only. Relative to the initial momentum p, the sideways kick is therefore

k(b) = [M₂/(M₁ + M₂)] sinΘ(b),

directed away from the atom; b is the impact parameter.

Next, count the atoms. Measure s along the track from where it crosses the surface, and let χ be the azimuth of the atom about the track, zero on the inward side. Near grazing incidence the atom's depth is

s cosθ + b cosχ,

and it must be positive. For cosχ > 0, atoms on the inward side exist from s = −b cosχ/cosθ onwards; those on the opposite side start at s = +b cosχ/cosθ. Beyond that point the pairs cancel. What remains is an unpaired length 2b cosχ/cosθ, whose atoms each give an outward kick pk cosχ. Thus

Δp_x = −pN ∫₀^∞ b k db ∫_{−π/2}^{π/2} cosχ (2b cosχ/cosθ) dχ
= −(πNp/cosθ) ∫₀^∞ b²k db,

since ∫cos²χ dχ over that half-circle is π/2. To leading order the normal energy changes by p_xΔp_x/M₁. With p_x = p cosθ and p²/M₁ = 2E, the loss is

U_eff(E) = 2πN E [M₂/(M₁ + M₂)] ∫₀^∞ b² sinΘ(b) db.

The cosines have cancelled, so this acts as an energy barrier, and the estimated reflection angle is

cosθ_r = √(U_eff/E).

**Q.** Does this agree with the smeared potential where it should?

**A.** It does at high energy. There the sideways impulse is pk = −(1/v) dΦ/db, where Φ(b) = ∫V ds is taken along the straight track. Since E = pv/2,

U_eff → 2πN(pv/2) × [1/(pv)] ∫ b²(−dΦ/db) db
= πN ∫ 2bΦ db = N ∫ V d³r = U_b.

The second line is an integration by parts; b²Φ vanishes at both ends. Numerically, the collision sum at high energy gives 119.9 eV against 120.0 eV from the potential.

At 1 keV the sum is much smaller, 57.7 eV, largely because sinΘ cannot exceed 1 however strong the repulsion. The simulation ignores partners beyond 0.144 nm, which lowers it further to 40.5 eV. For comparison with the simulation this last value is the right one:

cosθ_r = √(40.5/1000) = 0.201, θ_r = 78.4°.

**Q.** Do the simulated ions turn back there?

**A.** Half are reflected at 75.2°, about 3° earlier. In normal energy the difference looks larger: 1000 × cos²75.2° ≈ 65 eV, or 1.6 times the estimated barrier. This factor depends on the cutoff: with partners counted out to 0.29 nm, the estimate moves to about 76°, the half-reflection angle to about 74°, and the factor drops to about 1.3. The mean-force argument finds the right region of angle but is not an accurate barrier calculation. It omits fluctuations between the few collisions and ions scattered back from deeper inside. I would expect both to smooth the threshold, but I have not separated their effects.

Changing the energy gives a harder trial. From 500 eV to 4 keV the estimate moves from 75.9° to 82.8°, and the simulated half-reflection angle from 72.2° to 78.8°. Both move towards grazing. A constant barrier would make cosθ fall as E^(−0.5). Because U_eff itself grows from 29.7 to 63.5 eV, the estimated cosθ_r falls about as E^(−0.32). The simulated cosine falls more slowly still, about as E^(−0.21). The direction of the shift is explained, but the estimate makes cosθ fall too fast with energy.

**Q.** Now put the rise and the reflection together. Where is the maximum?

**A.** Let R(θ) be the reflected fraction. If reflected ions deposited nothing and the others followed the path-length law, W would be proportional to

F(θ) = [1 − R(θ)]/cosθ.

Take the logarithm and differentiate:

d ln F/dθ = tanθ − R′/(1 − R).

The first term is the relative gain from a longer path, the second the relative loss of penetrating ions. At the maximum they are equal:

tanθ = R′/(1 − R).

The simulated R is 0.358 at 70°, 0.508 at 75° and 0.705 at 80°. Between the first two, R′ ≈ 0.150/0.0873 = 1.72 per radian and the mean of 1 − R is 0.567. The loss term is 3.0, just below tan72.5° = 3.2. Between the last two, R′ ≈ 2.26 per radian and the mean of 1 − R is 0.394. The loss term is 5.7, now above tan77.5° = 4.5. The balance therefore lies between 72.5° and 77.5°.

**Q.** And the yield itself?

**A.** Here are selected angles at 1 keV:

θ = 0°: Y = 1.67, W = 172 eV
θ = 45°: Y = 3.92, W = 278 eV
θ = 60°: Y = 5.35, W = 415 eV
θ = 70°: Y = 5.74, W = 529 eV
θ = 75°: Y = 4.94, W = 535 eV
θ = 80°: Y = 3.62, W = 434 eV
θ = 84°: Y = 1.70, W = 256 eV
θ = 88°: Y = 0.13, W = 35 eV

The standard error of Y is at most 0.11, and that of W is up to about 10 eV; ratios formed with W carry errors of a few per cent. The largest yield on this grid is at 70°, 3.45 times the normal-incidence value. The layer energy is nearly level between 70° and 75°. Over all nine simulated angles the correlation between Y and W is 0.92, so near-surface energy accounts for the main shape.

The formula for F gets the position roughly right but the height wrong. It predicts a gain of 1.90 at 75°, whereas W has grown by 535/172 = 3.1. One reason is that reflected ions do deposit energy. At 75° they are 0.508 of the ions and carry away 0.240 of the incident energy. On average each keeps 0.240/0.508 = 47% and leaves 53% behind. At 88° the same division, 0.964/0.997, gives 97% kept. Reflection therefore reduces W in two ways: more ions return, and each has lost less.

**Q.** Correlation is not cause. Could something else produce the fall?

**A.** Change only that part of the motion. Let the ion lose energy and set atoms moving as before, but never change its direction; the energy, target and treatment of struck atoms stay fixed. If deflection causes the fall, the fall should disappear.

With deflection off, W is 339, 587 and 941 eV at 60°, 75° and 84°, and Y is 4.58, 7.29 and 8.87. Both keep rising. At 84° the yield is 8.87 instead of 1.70, a factor of 5.2. So in this model the fall over this range requires the ion to be deflected. The intervention removes every deflection, at the surface and deeper down, so it does not tell us how much each contributes. A milder intervention helps: choose the side of each kick at random, which removes the mean outward force but keeps the random deflections. About a third of the ions are then still reflected at 75°, and W still passes a maximum near 75° to 80°, but it falls only to about 520 eV at 84° and 350 eV at 88°. Random deflections alone give a gentle fall; the steep fall needs the mean force.

**Q.** At 60° the undeflected ion gives the smaller yield. Shouldn't deflection always hurt?

**A.** No. At 60° deflection raises W from 339 to 415 eV and Y from 4.58 to 5.35. An ion that enters despite the barrier has lost normal momentum and travels more nearly parallel to the surface. The barrier U_eff was derived near grazing incidence, where sinθ is almost 1. At 60° the inward component of each kick and the unpaired length both carry a factor sinθ, so the loss of normal energy is U_eff sin²θ. The inner angle θ′ follows from

cos²θ′ = cos²θ − (U_eff/E) sin²θ = 0.250 − 0.0304 = 0.2196.

Thus 1/cosθ′ = 2.13 instead of 2.00, a path about 7% longer. The simulated increase in W is 22%, and the mean bending is not its source. With the side of each kick chosen at random, W at 60° is still about 410 eV. The mean force bends the ions that enter, but it also raises the reflected fraction from about 0.12 to 0.18, and its net effect on W at this angle lies within the statistical error. The increase comes from the random deflections. Deflection thus helps while most ions still enter and hurts once it turns them away.

**Q.** You promised to examine the constant Λ.

**A.** It is not constant. Per 100 eV of layer energy, 0.97 atoms leave at normal incidence, 1.41 at 45°, 0.92 at 75° and 0.37 at 88°.

Direction offers a reason for the initial increase. A struck atom leaves at an angle φ = (π − Θ)/2 to the ion's path, which is less than 90° for any collision that transfers energy. Its inward direction cosine is

cosφ cosθ + sinφ sinθ cosχ.

The most outward case is cosχ = −1, which gives cos(θ + φ). It is negative, meaning outward, only if θ + φ > 90°. At normal incidence no atom struck directly by an ion still on its original course can start outwards; later collisions must turn the motion round. Tilting the beam opens a direct route.

Near grazing, a reflected ion gains outward momentum, so the atoms that turned it must together take up inward momentum. This probably explains the steep drop of Λ towards 88°. It does not explain the whole decline. With deflection off no ion is reflected, yet Λ still falls, from 1.35 atoms per 100 eV at 60° to 0.94 at 84°. The decline of Λ that begins before the maximum of W is what makes Y peak slightly earlier; I have not identified its cause.

**Q.** What happens in the extreme grazing limit?

**A.** In the smeared picture the ion turns at the height where U(h) = E cos²θ. As θ tends to 90° the right side tends to zero, so the turning point moves away from the atoms and the energy transfer vanishes. At 88° the normal energy is only 1.2 eV. The simulated ion leaves 35 eV in the layer and removes 0.13 atoms on average.

This end of the curve is also the most fragile. If the ion is still charged, its image attraction at 0.2 nm is about 1.8 eV. That is 1.5% of the 117 eV normal energy at the 70° maximum, but more than the whole normal energy at 88°. The cutoff on distant collision partners matters there too. At 88° the smeared potential puts the turning point at a height of about 0.16 nm, beyond the 0.144 nm at which the simulation stops counting partners. The simulated ion therefore comes too close, and its 35 eV is probably much too high.

**Q.** How far can I carry these numbers to a real aluminium target?

**A.** For argon at about 1 keV, a normal-incidence yield of order one is realistic for a clean metal. The peak ratio of 3.45 is a model value, not a measurement. The yields are not converged with respect to the cutoff for distant collision partners, and the quoted statistical errors do not include that. Extending the cutoff from 0.144 to about 0.25 nm, with flights shortened to keep the density, lowers the normal-incidence yield to about 1.05 and raises the ratio to about 4.3. Nearer grazing the shift is larger: with a cutoff of about 0.3 nm, W falls to about 110 eV at 84° and to about 2 eV at 88°, so numbers built on those angles, including the facet estimate below, are only illustrative. Neglected electronic stopping is 32 eV/nm for the ion, 9% of its collisional stopping, but the slow struck atoms lose energy this way too, about 0.8 eV per flight at 10 eV. Applied to all moving atoms with the same velocity-proportional formula, it lowers the yields by about 20 to 40% and raises the peak ratio to about 4.5. Oxide, implanted argon and crystal grains can matter more; an oxidised surface may sputter several times more slowly, as a rough guide.

Flatness is the assumption that fails most visibly near grazing. Replace the plane by equal areas of facets tilted by ±4° in a beam at 84°. The local angles are 80° and 88°. Ions reach them in proportion to the cosines, 0.174 and 0.035, so the mean yield is

(0.174 × 3.62 + 0.035 × 0.13)/(0.174 + 0.035) ≈ 3.0,

against 1.70 for the flat surface. This neglects second impacts by reflected ions and redeposition. A few degrees of roughness can thus nearly double the yield there.

The explanation itself also has a range. It needs E well above the barrier, so that reflection is confined to glancing angles. Near the sputtering threshold few struck atoms have enough energy to escape, and the maximum may shift. In a crystal, open channels can carry ions past the surface layer and add further structure to the curve.

**Q.** So should I mill at 70° to remove material fastest?

**A.** Not if the beam has a fixed current density across its own cross-section. Tilting spreads it over an area larger by 1/cosθ, so the removal rate per unit target area is proportional to Y cosθ. From the simulated yields this is 1.67 at 0°, 2.77 at 45°, 2.68 at 60° and 1.96 at 70°. The values at 45° and 60° differ by little more than their combined statistical error of about 0.07, so the simulation places the fastest thinning around 45° to 60° without deciding between them, although each ion is most effective near 70°. If instead the whole beam lands on the target at every tilt and you want the most atoms removed per ion, a tilt near 70° is the better choice in this model. At the one simulated angle not listed above, 30°, Y is 2.60 and W is 219 eV.

Values computed for the example and the checks

```
Ar ion energy: 1000 eV; surface binding: 3.4 eV
masses Ar, Al: 39.95, 26.98 u
Al cell edge: 0.405 nm; density: 60.2 nm^-3
flight length: 0.255 nm; largest b: 0.144 nm
Ar-Al screening length: 0.01250 nm
reduced energy of the ion: 0.01496
deflection at b = 5 a, integral: 43.515 deg
same deflection, Newton: 43.515 deg
smeared potential 0.02 nm above surface: 30.6 eV
smeared potential at surface: 60.0 eV
smeared potential deep inside: 120.0 eV
collision sum, high-energy limit: 119.9 eV
U_eff at ion energy, all b: 57.7 eV
U_eff at ion energy, b up to largest b: 40.5 eV
E (eV) | U_eff (eV) | theta_r (deg) | half reflected at (deg)
500 | 29.7 | 75.9 | 72.2
1000 | 40.5 | 78.4 | 75.2
2000 | 52.0 | 80.7 | 77.0
4000 | 63.5 | 82.8 | 78.8
fitted p in cos(theta_half) ~ E^-p: 0.21
ions per angle: 1000; layer thickness: 0.5 nm
angle (deg) | yield (atoms/ion) +- std. error | layer energy (eV) | R | reflected energy fraction | (1-R)/cos
0 | 1.67 +- 0.05 | 172 | 0.003 | 0.000 | 1.00
30 | 2.60 +- 0.07 | 219 | 0.014 | 0.001 | 1.14
45 | 3.92 +- 0.08 | 278 | 0.060 | 0.005 | 1.33
60 | 5.35 +- 0.08 | 415 | 0.177 | 0.035 | 1.65
70 | 5.74 +- 0.10 | 529 | 0.358 | 0.120 | 1.88
75 | 4.94 +- 0.11 | 535 | 0.508 | 0.240 | 1.90
80 | 3.62 +- 0.11 | 434 | 0.705 | 0.453 | 1.70
84 | 1.70 +- 0.08 | 256 | 0.910 | 0.719 | 0.86
88 | 0.13 +- 0.02 | 35 | 0.997 | 0.964 | 0.09
largest yield on the grid at: 70 deg
largest yield / normal yield: 3.45
largest (1-R)/cos on the grid at: 75 deg
layer energy ratio 45 deg / 0 deg: 1.61
1/cos(45 deg): 1.41
correlation of yield and layer energy: 0.92
undeflected ion: angle (deg) | yield (atoms/ion) | layer energy (eV)
60 | 4.58 | 339
75 | 7.29 | 587
84 | 8.87 | 941
nuclear stopping: 362 eV/nm
neglected electronic stopping: 32 eV/nm
electronic / nuclear: 0.088
neglected image energy at 0.2 nm: 1.8 eV
normal energy at largest yield: 117 eV
```
